# Decay of a Lateral Barrier Modulation into a Semiconductor: a numerical check

```python
"""
Result under test: in a charge-free semiconductor (z > 0) a lateral Fourier
component of the interface potential with wavevector magnitude q decays as
exp(-q z), so its decay length is 1/q.

U      electron potential energy (eV); lengths in nm
q      magnitude of the two-dimensional lateral wavevector (1/nm)
Phi    mean barrier (eV); A: amplitude of the barrier modulation (eV)
F      uniform downward slope of U into the semiconductor (eV/nm)
kappa  inverse screening length, used only in the counterexample (1/nm)

The numerical side is a real-space finite-difference solution in three
dimensions. It uses neither Fourier modes nor exponentials.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import cg
from scipy import constants as const

N_LATERAL = 48


def solve_potential(surface, back, step, n_layers, source=0.0, kappa=0.0):
    """Solve laplacian(U) = source + kappa^2 U, periodic in x and y.

    U equals surface(x, y) at z = 0 and the constant back at the far plane.
    The returned array has index order z, x, y and includes both planes.
    """
    n = surface.shape[0]
    m = n_layers - 1
    lateral = sp.diags([-1.0, 2.0, -1.0], [-1, 0, 1], shape=(n, n)).tolil()
    lateral[0, n - 1] = -1.0
    lateral[n - 1, 0] = -1.0
    vertical = sp.diags([-1.0, 2.0, -1.0], [-1, 0, 1], shape=(m, m))
    one_n, one_m = sp.identity(n), sp.identity(m)
    matrix = (sp.kron(vertical, sp.identity(n * n))
              + sp.kron(one_m, sp.kron(lateral, one_n))
              + sp.kron(one_m, sp.kron(one_n, lateral))
              + (kappa * step) ** 2 * sp.identity(m * n * n)).tocsr()
    rhs = np.full((m, n, n), -source * step ** 2)
    rhs[0] += surface
    rhs[-1] += back
    rhs = rhs.ravel()
    solution = np.zeros_like(rhs)
    for _ in range(2):  # the second pass solves for the remaining residual
        correction, info = cg(matrix, rhs - matrix @ solution)
        assert info == 0
        solution += correction
    residual = np.linalg.norm(rhs - matrix @ solution) / np.linalg.norm(rhs)
    assert residual < 1e-8
    inside = solution.reshape(m, n, n)
    return np.concatenate([surface[None], inside, np.full((1, n, n), back)])


def fourier_component(U, mx, my):
    return np.fft.fft2(U, axes=(1, 2))[:, mx, my] / U.shape[1] ** 2


def measured_decay_length(component, step, first=2, last=12):
    ratio = abs(component[first]) / abs(component[last])
    return (last - first) * step / np.log(ratio)


# ---- model parameters ----
Phi, A, F = 0.70, 0.10, 0.010
short_wave, long_wave = 20.0, 100.0
step = short_wave / N_LATERAL
z = step * np.arange(N_LATERAL + 1)
print(f"Mean barrier Phi = {Phi:.2f} eV, amplitude A = {A:.2f} eV")
print(f"Uniform slope F = {F:.3f} eV/nm")
print(f"Grid: {N_LATERAL} cells per side, spacing {step:.4f} nm")

# ---- decay of the components of a sharp-edged rectangular patch ----
patch = np.zeros((N_LATERAL, N_LATERAL))
patch[5:21, 9:21] = -A
print(f"Patch test: period {short_wave:.0f} nm, depth {z[-1]:.0f} nm, "
      f"patch {16 * step:.2f} nm by {12 * step:.2f} nm")
U_free = solve_potential(patch, 0.0, step, N_LATERAL)
for mx, my in [(1, 0), (1, 1), (2, 1)]:
    q = 2 * np.pi * np.hypot(mx, my) / short_wave
    comp = fourier_component(U_free, mx, my)
    length = measured_decay_length(comp, step)
    # second-order grid error in the decay length is below one per cent
    assert abs(length * q - 1) < 0.01
    # complex comparison: amplitude and phase at all depths down to 10 nm
    assert np.max(abs(comp[:25] / comp[0] - np.exp(-q * z[:25]))) < 0.005
    print(f"  wave ({mx},{my}): q = {q:.4f} 1/nm, 1/q = {1 / q:.3f} nm, "
          f"solver {length:.3f} nm")
mean_free = fourier_component(U_free, 0, 0).real
assert np.max(abs(np.diff(mean_free, 2))) < 1e-7
assert abs(mean_free[24] - mean_free[0] / 2) < 1e-6

# ---- nearby far plane: the pure exponential must fail ----
q1 = 2 * np.pi / short_wave
thin_layers = 12
d_thin = thin_layers * step
U_thin = solve_potential(patch, 0.0, step, thin_layers)
comp = fourier_component(U_thin, 1, 0)
ratio_thin = (comp[6] / comp[0]).real
slab_formula = np.sinh(q1 * (d_thin - z[6])) / np.sinh(q1 * d_thin)
half_space = np.exp(-q1 * z[6])
excess = np.exp(-q1 * d_thin) * np.sinh(q1 * z[6]) / np.sinh(q1 * d_thin)
assert abs(ratio_thin - slab_formula) < 0.002
assert abs(half_space - ratio_thin - excess) < 0.002
assert half_space - ratio_thin > 0.05
print(f"Thin slab d = {d_thin:.2f} nm, wave (1,0), at z = {z[6]:.2f} nm:")
print(f"  amplitude ratio: solver {ratio_thin:.4f}, slab formula "
      f"{slab_formula:.4f}")
print(f"  half-space exponential {half_space:.4f}, excess {excess:.4f}")

# ---- laterally uniform ionized donors ----
donor_cm3, eps_r = 1.0e18, 12.0
curvature = (const.e * donor_cm3 * 1e6 / (eps_r * const.epsilon_0)) * 1e-18
U_doped = solve_potential(patch, 0.0, step, N_LATERAL, source=curvature)
length_doped = measured_decay_length(fourier_component(U_doped, 1, 0), step)
mean_doped = fourier_component(U_doped, 0, 0).real
bend = (mean_doped[23] - 2 * mean_doped[24] + mean_doped[25]) / step ** 2
assert abs(length_doped * q1 - 1) < 0.01
assert abs(bend / curvature - 1) < 1e-3
print(f"Uniform donors {donor_cm3:.1e} cm^-3, relative permittivity {eps_r:.0f}:")
print(f"  curvature of mean: formula {curvature:.3e}, solver {bend:.3e} eV/nm^2")
print(f"  decay length of wave (1,0), solver {length_doped:.3f} nm")

# ---- responding mobile charge: the decay length must change ----
screening_length = 3.0
kappa = 1 / screening_length
U_screen = solve_potential(patch, 0.0, step, N_LATERAL, kappa=kappa)
length_screen = measured_decay_length(fourier_component(U_screen, 1, 0), step)
formula_screen = 1 / np.hypot(q1, kappa)
assert abs(length_screen / formula_screen - 1) < 0.01
assert length_screen < 0.8 / q1
print(f"Linear screening, screening length {screening_length:.1f} nm:")
print(f"  decay length: formula {formula_screen:.3f} nm, "
      f"solver {length_screen:.3f} nm")

# ---- worked example: one barrier wave on a uniform slope ----
for wavelength in (short_wave, long_wave):
    q = 2 * np.pi / wavelength
    h = wavelength / N_LATERAL
    x = h * np.arange(N_LATERAL)
    surface = np.repeat((Phi + A * np.cos(q * x))[:, None], N_LATERAL, axis=1)
    U = solve_potential(surface, Phi - F * wavelength, h, N_LATERAL)
    low = N_LATERAL // 2
    line = U[:, low, 0]
    top = int(np.argmax(line))
    print(f"Wavelength {wavelength:.0f} nm: q = {q:.5f} 1/nm, "
          f"decay length {1 / q:.3f} nm")
    print(f"  depth for 1 % of the amplitude: {np.log(100) / q:.2f} nm")
    for depth in (1.0, 5.0, 10.0, 20.0):
        print(f"  amplitude at z = {depth:4.1f} nm: "
              f"{1000 * A * np.exp(-q * depth):.3f} meV")
    print(f"  q A = {q * A:.5f} eV/nm, to compare with F = {F:.5f} eV/nm")
    if q * A > F:
        z_saddle = np.log(q * A / F) / q
        U_saddle = Phi - F / q * (1 + np.log(q * A / F))
        assert 0 < top < N_LATERAL
        left, mid, right = line[top - 1:top + 2]
        shift = 0.5 * (left - right) / (left - 2 * mid + right)
        z_num = (top + shift) * h
        U_num = mid - 0.25 * (left - right) * shift
        assert abs(z_num - z_saddle) < 0.05
        assert abs(U_num - U_saddle) < 2e-4
        # minimum along x at the depth of the maximum along z
        assert int(np.argmin(U[top, :, 0])) == low
        print(f"  saddle depth: formula {z_saddle:.3f} nm, solver {z_num:.3f} nm")
        print(f"  lowest pass: formula {U_saddle:.4f} eV, solver {U_num:.4f} eV")
        print(f"  lowering below Phi: {Phi - U_saddle:.4f} eV")
    else:
        assert top == 0
        assert np.all(np.diff(line) < 0)
        print(f"  no saddle; lowest pass at the interface: {line[0]:.4f} eV")

print("ALL CHECKS PASSED")
```

Output:

```
Mean barrier Phi = 0.70 eV, amplitude A = 0.10 eV
Uniform slope F = 0.010 eV/nm
Grid: 48 cells per side, spacing 0.4167 nm
Patch test: period 20 nm, depth 20 nm, patch 6.67 nm by 5.00 nm
  wave (1,0): q = 0.3142 1/nm, 1/q = 3.183 nm, solver 3.187 nm
  wave (1,1): q = 0.4443 1/nm, 1/q = 2.251 nm, solver 2.256 nm
  wave (2,1): q = 0.7025 1/nm, 1/q = 1.424 nm, solver 1.432 nm
Thin slab d = 5.00 nm, wave (1,0), at z = 2.50 nm:
  amplitude ratio: solver 0.3777, slab formula 0.3775
  half-space exponential 0.4559, excess 0.0785
Uniform donors 1.0e+18 cm^-3, relative permittivity 12:
  curvature of mean: formula 1.508e-03, solver 1.508e-03 eV/nm^2
  decay length of wave (1,0), solver 3.187 nm
Linear screening, screening length 3.0 nm:
  decay length: formula 2.183 nm, solver 2.187 nm
Wavelength 20 nm: q = 0.31416 1/nm, decay length 3.183 nm
  depth for 1 % of the amplitude: 14.66 nm
  amplitude at z =  1.0 nm: 73.040 meV
  amplitude at z =  5.0 nm: 20.788 meV
  amplitude at z = 10.0 nm: 4.321 meV
  amplitude at z = 20.0 nm: 0.187 meV
  q A = 0.03142 eV/nm, to compare with F = 0.01000 eV/nm
  saddle depth: formula 3.644 nm, solver 3.652 nm
  lowest pass: formula 0.6317 eV, solver 0.6317 eV
  lowering below Phi: 0.0683 eV
Wavelength 100 nm: q = 0.06283 1/nm, decay length 15.915 nm
  depth for 1 % of the amplitude: 73.29 nm
  amplitude at z =  1.0 nm: 93.910 meV
  amplitude at z =  5.0 nm: 73.040 meV
  amplitude at z = 10.0 nm: 53.349 meV
  amplitude at z = 20.0 nm: 28.461 meV
  q A = 0.00628 eV/nm, to compare with F = 0.01000 eV/nm
  no saddle; lowest pass at the interface: 0.6000 eV
ALL CHECKS PASSED
```
